# Two-Photon Decay of 2S from the Two-Loop Self-Energy: test program

```python
"""
Result under test: the two-photon cut of the two-loop self-energy of 2S gives
  -2 Im(dE) = Gamma = 4 alpha^6/(27 pi) Int_0^Delta w1^3 w2^3 [A(w1)+A(w2)]^2 dw1,
  w2 = Delta - w1,  Delta = E(2S) - E(1S),
  A(w) = <1S| r (E(2S) - w - h_P)^(-1) r |2S>  (radial matrix element).
Model: nonrelativistic electron, fixed point nucleus of charge Z, dipole coupling.
Hartree atomic units. "Reduced" widths are widths divided by alpha^6.
Independent road: the complete double integral over both photon frequencies,
with regulator exp(-w/Lambda) per photon, is done on rays w = t exp(-i theta);
no delta function or on-shell condition is used there.
"""
import numpy as np
from scipy.special import eval_genlaguerre, gammaln
from scipy.linalg import solve_banded
from scipy.constants import physical_constants, fine_structure, pi


def make_atom(Z, lam, size=35):
    """Eigenstates and radial matrix elements in an orthonormal Laguerre basis."""
    x, weight = np.polynomial.laguerre.laggauss(size + 10)
    r = x / (2 * lam)
    root_w = np.sqrt(weight / (2 * lam))
    energy, wave, slope = [], [], []
    for l in range(3):
        u, du = [], []
        for n in range(size):
            norm = np.sqrt(2 * lam) * np.exp(
                0.5 * (gammaln(n + 1) - gammaln(n + 2 * l + 3)))
            poly = eval_genlaguerre(n, 2 * l + 2, x)
            dpoly = -eval_genlaguerre(n - 1, 2 * l + 3, x) if n > 0 else 0 * x
            u.append(norm * x**(l + 1) * poly * root_w)
            du.append(2 * lam * norm * root_w * (
                (l + 1) * x**l * poly + x**(l + 1) * (dpoly - poly / 2)))
        u, du = np.array(u), np.array(du)
        h = 0.5 * du @ du.T + (u * (l * (l + 1) / (2 * r**2) - Z / r)) @ u.T
        e, c = np.linalg.eigh((h + h.T) / 2)
        states, slopes = c.T @ u, c.T @ du
        sign = np.sign(states[:, :1])      # positive close to the nucleus
        energy.append(e)
        wave.append(states * sign)
        slope.append(slopes * sign)
    return {
        "ES": energy[0], "EP": energy[1], "ED": energy[2],
        "PS": (wave[1] * r) @ wave[0].T,
        "PD": (wave[1] * r) @ wave[2].T,
        "gradPS": wave[1] @ (slope[0] - wave[0] / r).T,
    }


def amplitude(atom, w, form="PS"):
    """Second-order radial amplitude 2S -> 1S, first photon of frequency w."""
    m = atom[form]
    den = atom["ES"][1] - atom["EP"] - np.asarray(w)[..., None]
    return np.sum(m[:, 0] * m[:, 1] / den, axis=-1)


def cut_widths(atom, form="PS"):
    """Reduced on-shell widths: rainbow cut, crossed cut, golden rule."""
    delta = atom["ES"][1] - atom["ES"][0]
    s, ws = np.polynomial.legendre.leggauss(60)
    w1 = delta * (s + 1) / 2
    w2 = delta - w1
    a1, a2 = amplitude(atom, w1, form), amplitude(atom, w2, form)
    power = 3 if form == "PS" else 1
    measure = ws * delta / 2 * (w1 * w2)**power
    rainbow = 8 / (27 * pi) * np.sum(measure * a1**2)
    crossed = 8 / (27 * pi) * np.sum(measure * a1 * a2)
    golden = 4 / (27 * pi) * np.sum(measure * (a1 + a2)**2)
    return rainbow, crossed, golden


def rotated_shift(atom, theta, cutoff):
    """Regulated fourth-order shifts / alpha^6 from the full double integral."""
    s, ws = np.polynomial.legendre.leggauss(120)
    s, ws = (s + 1) / 2, ws / 2
    top = 45 * cutoff / np.cos(theta)
    phase = np.exp(-1j * theta)
    w = top * s**2 * phase
    rho = 2 * w**3 / (3 * pi) * np.exp(-w / cutoff) * 2 * top * s * ws * phase
    ea = atom["ES"][1]
    green = 1 / (ea - atom["EP"][None, :] - w[:, None])
    source = atom["PS"][:, 1]
    out = {"rainbow": 0j, "crossed": 0j, "closed": 0j}
    pair = w[:, None] + w[None, :]
    for key, levels, angular in (("PS", "ES", 1 / 3), ("PD", "ED", 2 / 3)):
        amp = (green * source) @ atom[key]
        for f, ef in enumerate(atom[levels]):
            middle = 1 / (ea - ef - pair)
            a = amp[:, f]
            rain = angular * ((rho * a**2) @ middle @ rho)
            cross = angular * ((rho * a) @ middle @ (rho * a))
            if key == "PS" and f == 0:
                out["rainbow"] += rain
                out["crossed"] += cross
            else:
                out["closed"] += rain + cross
    loop = rho @ ((green * source) @ atom["PS"])
    others = np.arange(len(loop)) != 1
    chain = np.sum(loop[others]**2 / (ea - atom["ES"][others]))
    derivative = -np.sum(rho[:, None] * green**2 * source**2)
    out["sequential"] = chain + loop[1] * derivative
    return out


def grid_amplitude(w, step=0.005, radius=60.0):
    """Hydrogen amplitude from the inhomogeneous radial equation on a grid."""
    r = step * np.arange(1, int(radius / step))
    u1 = 2 * r * np.exp(-r)
    u2 = r * (1 - r / 2) * np.exp(-r / 2) / np.sqrt(2)
    band = np.zeros((3, len(r)))
    band[0, 1:] = band[2, :-1] = 0.5 / step**2
    band[1] = -0.125 - w - 1 / step**2 - 1 / r**2 + 1 / r
    response = solve_banded((1, 1), band, r * u2)
    return step * np.sum(u1 * r * response)


hyd = make_atom(1.0, 0.5)
delta = hyd["ES"][1] - hyd["ES"][0]
assert abs(hyd["ES"][0] + 0.5) < 1e-9 and abs(hyd["ES"][1] + 0.125) < 1e-9
assert hyd["EP"].min() > hyd["ES"][1] - 1e-9      # no P level below 2S
assert hyd["ED"].min() > hyd["ES"][1]             # no open D channel
print(f"E(1S), E(2S), lowest E(P) [hartree]: {hyd['ES'][0]:.6f}, "
      f"{hyd['ES'][1]:.6f}, {hyd['EP'][0]:.6f}")
print(f"Delta = E(2S)-E(1S) [hartree]: {delta:.6f}")

print("Amplitudes [a.u.]: w1/Delta, A(w1), A(w2), sum, grid sum")
for fraction in (0.1, 0.25, 0.5):
    w1 = fraction * delta
    w2 = delta - w1
    a1, a2 = amplitude(hyd, w1), amplitude(hyd, w2)
    g1, g2 = grid_amplitude(w1), grid_amplitude(w2)
    assert abs(a1 - g1) < 2e-4 * abs(a1) and abs(a2 - g2) < 2e-4 * abs(a2)
    b_sum = amplitude(hyd, w1, "gradPS") + amplitude(hyd, w2, "gradPS")
    assert abs(b_sum + w1 * w2 * (a1 + a2)) < 1e-6 * abs(b_sum)
    print(f"  {fraction:.2f}  {a1:.5f}  {a2:.5f}  {a1+a2:.5f}  {g1+g2:.5f}")

rain, cross, golden = cut_widths(hyd)
rain_v, cross_v, golden_v = cut_widths(hyd, "gradPS")
assert abs(golden_v / golden - 1) < 1e-6
assert abs(rain_v / rain - 1) > 1e-2              # split depends on the form
print("Reduced widths Gamma/alpha^6 [hartree]: rainbow, crossed, total")
print(f"  length form:   {rain:.8f}  {cross:.8f}  {golden:.8f}")
print(f"  velocity form: {rain_v:.8f}  {cross_v:.8f}  {golden_v:.8f}")

print("Rotated double integral, -2 Im dE exp(Delta/Lambda)/alpha^6 [hartree]")
print("  theta [rad], Lambda [hartree], rainbow, crossed, total")
largest_closed = 0.0
for theta, cutoff in ((0.6, 0.3), (0.8, 0.3), (0.7, 0.6)):
    shift = rotated_shift(hyd, theta, cutoff)
    restore = -2 * np.exp(delta / cutoff)
    full_rain = restore * shift["rainbow"].imag
    full_cross = restore * shift["crossed"].imag
    total = restore * sum(shift.values()).imag
    assert abs(full_rain - rain) < 1e-6 * golden
    assert abs(full_cross - cross) < 1e-6 * golden
    assert abs(total - golden) < 1e-6 * golden
    for name in ("closed", "sequential"):
        leak = abs(restore * shift[name].imag) / golden
        assert leak < 1e-6 and abs(shift[name].real) > 1e-8
        largest_closed = max(largest_closed, leak)
    print(f"  {theta:.1f}  {cutoff:.1f}  {full_rain:.8f}  "
          f"{full_cross:.8f}  {total:.8f}")
print(f"Largest |Im| of closed channels and loop-after-loop, "
      f"relative to total: {largest_closed:.0e}")

helium = make_atom(2.0, 0.8)                     # basis not scaled with Z
golden_he = cut_widths(helium)[2]
assert abs(golden_he / golden / 2**6 - 1) < 1e-6
print(f"Width ratio He+/H (computed): {golden_he/golden:.5f}")

time_unit = physical_constants["atomic unit of time"][0]
gamma = golden * fine_structure**6
rate = gamma / time_unit
print(f"alpha: {fine_structure:.9f}")
print(f"g in Gamma = g alpha^2 (Z alpha)^6 m c^2: {golden:.8f}")
print(f"Hydrogen Im dE [hartree]: {-gamma/2:.5e}")
print(f"Hydrogen Gamma [hartree]: {gamma:.5e}")
print(f"Hydrogen two-photon decay rate [1/s]: {rate:.4f}")
print(f"Hydrogen two-photon lifetime [s]: {1/rate:.5f}")
print(f"Hydrogen width Gamma/(2 pi) [Hz]: {rate/(2*pi):.4f}")
print(f"He+ two-photon decay rate [1/s]: "
      f"{golden_he*fine_structure**6/time_unit:.2f}")
print("PASS")
```

Running it gives:

```
E(1S), E(2S), lowest E(P) [hartree]: -0.500000, -0.125000, -0.125000
Delta = E(2S)-E(1S) [hartree]: 0.375000
Amplitudes [a.u.]: w1/Delta, A(w1), A(w2), sum, grid sum
  0.10  152.80122  11.79242  164.59364  164.59394
  0.25  53.38384  14.60145  67.98529  67.98533
  0.50  23.56097  23.56097  47.12193  47.12194
Reduced widths Gamma/alpha^6 [hartree]: rainbow, crossed, total
  length form:   0.00084865  0.00046957  0.00131822
  velocity form: 0.00070262  0.00061560  0.00131822
Rotated double integral, -2 Im dE exp(Delta/Lambda)/alpha^6 [hartree]
  theta [rad], Lambda [hartree], rainbow, crossed, total
  0.6  0.3  0.00084865  0.00046957  0.00131822
  0.8  0.3  0.00084865  0.00046957  0.00131822
  0.7  0.6  0.00084865  0.00046957  0.00131822
Largest |Im| of closed channels and loop-after-loop, relative to total: 2e-10
Width ratio He+/H (computed): 64.00000
alpha: 0.007297353
g in Gamma = g alpha^2 (Z alpha)^6 m c^2: 0.00131822
Hydrogen Im dE [hartree]: -9.95293e-17
Hydrogen Gamma [hartree]: 1.99059e-16
Hydrogen two-photon decay rate [1/s]: 8.2294
Hydrogen two-photon lifetime [s]: 0.12152
Hydrogen width Gamma/(2 pi) [Hz]: 1.3097
He+ two-photon decay rate [1/s]: 526.68
PASS
```
